# Why surface-potential decay curves can cross after corona charging

Take an insulating film of thickness \(L\), grounded on its back face and charged by a corona to a surface potential \(V_0\). Suppose that a fraction \(\varphi\) of the surface charge enters the film at once and then drifts with a constant mobility \(\mu\). The permittivity drops out if every charge per area is expressed as the field it produces. What remains is \(V_0\), \(L\), \(\mu\), the time \(t\) and the pure number \(\varphi\). Since \(\mu V_0\) has the dimension of length squared per time, the potential must have the form

\[
V(t)=V_0\,F\!\left(\frac{\mu V_0t}{L^2},\,\varphi\right).
\]

When all the injected charge has left, the potential is that of the charge still on the surface,

\[
R=(1-\varphi)V_0 .
\]

If \(\varphi\) is the same for every film, \(R\) is proportional to \(V_0\), and the film charged higher also ends higher. For it to end lower, \(\varphi\) must grow with the charging voltage, and grow fast enough. The question is what kind of injection can do this, and when the curves then cross.

## Drift lowers the potential, injection does not

Let \(x\) run from the charged surface, \(x=0\), to the grounded electrode, \(x=L\). The charge is taken as positive; for negative charge all signs reverse. Diffusion, deep trapping and charge of the opposite sign entering from the grounded electrode are left out. Gauss's law is \(\partial E/\partial x=\rho/\varepsilon\), where \(\rho\) is the density of injected charge. After the corona is switched off, no current reaches the surface and there is no field above it, so conduction and displacement currents cancel at every depth:

\[
\rho\,v(E)+\varepsilon\frac{\partial E}{\partial t}=0
\quad\Longrightarrow\quad
\frac{\partial E}{\partial t}+v(E)\frac{\partial E}{\partial x}=0 .
\]

The drift velocity \(v(E)\) is zero at zero field and increases with field. The equation says that a point moving at speed \(v(E)\) keeps its value of \(E\).

For \(v=\mu E\), integration over the film gives

\[
\frac{dV}{dt}=\int_0^L\frac{\partial E}{\partial t}\,dx
=-\mu\int_0^L E\frac{\partial E}{\partial x}\,dx
=-\frac{\mu}{2}\left[E(L)^2-E(0)^2\right].
\]

Here \(E(0)\) is the field between the charge still on the surface and the charge already injected. Moving charge from the surface to a point just beneath it changes the field only in a layer of vanishing thickness, so \(V\) does not change. Injection prepares the decay by lowering \(E(0)\); drift carries it out.

## Why fast injection at high field is not enough

A natural first idea is that a larger surface field drives faster injection. Let the surface field obey

\[
\frac{dE(0,t)}{dt}=-f\big(E(0,t),t\big),\qquad f\ge 0,\quad f(0,t)=0,
\]

with the same smooth function of field for two films charged to \(V_1<V_2\), and with no charge in either film at \(t=0\). However steeply \(f\) rises with field, the potentials do not cross.

The surface fields start in the order \(E_2(0,0)>E_1(0,0)\). They cannot meet, because an equation of this kind has one solution through a given point. The more highly charged film loses its surface charge faster, but once it came close to the other film's field it would also have the other film's rate.

The order holds inside the film too. Suppose that at some \((x,t)\) the fields were \(e_2<e_1\). Since \(e_1\le V_1/L<V_2/L\), the value \(e_2\) is not an initial value of film 2. It left the surface at some time \(\tau_2\), so \(x=v(e_2)(t-\tau_2)\). There are two possibilities for \(e_1\).

- It left the surface of film 1 at time \(\tau_1\), so \(x=v(e_1)(t-\tau_1)\). As \(v(e_2)<v(e_1)\), the value \(e_2\) needed longer, and \(\tau_2<\tau_1\). Surface fields do not rise with time, so \(e_2=E_2(0,\tau_2)\ge E_2(0,\tau_1)>E_1(0,\tau_1)=e_1\), a contradiction.
- It is the initial field of film 1, not yet reached by injected charge. Then \(x\ge v(e_1)t>v(e_2)t\ge x\), again a contradiction.

Hence \(E_2\ge E_1\) throughout the film, with strict inequality near the surface, and \(V_2>V_1\) at all times. The argument allows \(f\) to depend on time, so even injection that stops after a fixed interval gives no crossing if its rate is set by the present surface field.

Crossover in this trap-free model, starting from films that hold no injected charge, therefore needs a memory: two films with equal surface fields must be able to inject at different rates because they were charged differently. Deep traps, whose filling depends on history, lie outside the proof, and it does not say whether they could reorder the curves.

## A prompt injection that remembers the charging voltage

A corona supplies light and excited molecules as well as charge. Assume that these help carriers into the film for a short time \(t_i\), and that their effect is stronger at higher charging voltage. This is a hypothesis about the mechanism, not a consequence of the drift equation. In its simplest form the surface charge \(\sigma\) obeys

\[
\frac{d\sigma}{dt}=-k(V_0)\,\sigma\quad(0<t<t_i)
\quad\Longrightarrow\quad
\varphi=1-e^{-k(V_0)t_i},
\]

and injection then stops. The rate constant \(k\) depends on the label \(V_0\), not on the present field, so two films with equal surface charge can inject at different rates. This is how the model escapes the theorem.

Let \(t_i\) be much shorter than the time for charge to cross the film, so that injection can be placed at \(t=0\). The injected charge then starts as a thin sheet, with field \(R/L\) behind it and \(V_0/L\) ahead. This start contains no length, and the drift equation is unchanged when \(x\) and \(t\) are stretched by the same factor, so \(E=g(u)\) with \(u=x/t\). Inserting \(\partial E/\partial t=-(u/t)g'\) and \(\partial E/\partial x=g'/t\) gives

\[
\big[v(g)-u\big]\,g'=0 .
\]

Either the field is uniform or \(v(E)=x/t\). For constant mobility the sheet spreads into a fan with \(E=x/(\mu t)\), bounded by the uniform fields \(R/L\) behind and \(V_0/L\) ahead.

Write \(a=\mu t/L^2\), which has the unit of an inverse voltage. The front of the fan is at \(x=aV_0L\) and its tail at \(x=aRL\).

Before the front arrives, \(aV_0<1\), the end fields are \(E(L)=V_0/L\) and \(E(0)=R/L\). The decay rate is constant, and

\[
V=V_0-\frac a2\left(V_0^2-R^2\right).
\]

After the front but before the tail arrives, the uniform part contributes \((R/L)(aRL)=aR^2\), and the fan contributes

\[
\int_{aRL}^{L}\frac{x}{\mu t}\,dx=\frac{L^2-a^2R^2L^2}{2\mu t}=\frac1{2a}-\frac{aR^2}{2}.
\]

The sum is

\[
V=\frac1{2a}+\frac{aR^2}{2}.
\]

Once the tail has left, \(aR\ge1\), the potential stays at \(V=R\).

Complete injection, \(R=0\), is an instructive limit. After the front arrives, \(V=L^2/(2\mu t)\), which does not contain \(V_0\). The curves of different films merge but do not cross. Crossing needs a residue, and a residue in the reverse order.

## One crossing, and its time

Since the field depends only on \(u=x/t\), the difference between two films is

\[
V_2-V_1=t\int_0^{L/t}\big[E_2(u)-E_1(u)\big]\,du .
\]

Let \(R_2<R_1\). At small \(u\), up to the tail of film 1, the integrand is negative, because film 1 keeps more surface charge. Between the tail and the front of film 1 both films lie on the same fan and the integrand is zero. Beyond the front of film 1 it is positive. As the upper limit grows from zero, the integral first falls, then stays level, then rises. It is positive for a large upper limit, which means early times, so it has one zero. The curves cross once, before the front of film 1 reaches the electrode. If \(R_2\ge R_1\), the integrand is nowhere negative and the curves do not cross. Nothing here requires constant mobility: for any increasing \(v(E)\),

\[
\text{the curves cross if and only if}\quad (1-\varphi_2)V_2<(1-\varphi_1)V_1 .
\]

For constant mobility the time follows from equating potentials. Let \(S^2=R_1^2-R_2^2\). If neither front has arrived,

\[
V_1-\frac a2(V_1^2-R_1^2)=V_2-\frac a2(V_2^2-R_2^2)
\;\Longrightarrow\;
t_\times=\frac{L^2}{\mu}\,\frac{2(V_2-V_1)}{V_2^2-V_1^2+S^2}.
\]

This is consistent if \(a\le1/V_2\), that is, \(2V_2(V_2-V_1)\le V_2^2-V_1^2+S^2\). Collecting terms gives \(S\ge V_2-V_1\).

If \(S<V_2-V_1\), the front of film 2 has already arrived, and

\[
\frac1{2a}+\frac{aR_2^2}{2}=V_1-\frac a2(V_1^2-R_1^2).
\]

Multiplying by \(2a\) and rearranging gives \((1-aV_1)^2=a^2S^2\). Film 1's front is still inside, so \(1-aV_1>0\) and the positive root applies:

\[
1-aV_1=aS\quad\Longrightarrow\quad t_\times=\frac{L^2}{\mu\,(V_1+S)} .
\]

## How steeply the injection must rise

Let \(k\propto V_0^m\). Then \(\ln R=\ln V_0-kt_i\), and

\[
\frac{d\ln R}{d\ln V_0}=1-m\,k\,t_i .
\]

The residual potential rises with charging voltage while \(mkt_i<1\) and falls beyond. Two films charged to nearly equal voltages cross only on the falling side. For voltages further apart, the two values of \(R\) must be compared directly.

## Three films

Take \(L=25\) µm, \(\mu=10^{-11}\) cm²/Vs and \(t_i=5\) s, with \(k=0.03\) s⁻¹ at 1.0 kV rising as the cube of the voltage. At 2.0 kV, \(k=0.03\times2^3=0.24\) s⁻¹, so \(\varphi=1-e^{-1.2}=0.699\) and \(R=602\) V. The same steps give \(\varphi=0.139\) and \(R=861\) V at 1.0 kV, and \(\varphi=0.397\) and \(R=904\) V at 1.5 kV. The potentials in volts are:

| Time (s) | 1.0 kV | 1.5 kV | 2.0 kV |
|---|---|---|---|
| 0 | 1000 | 1500 | 2000 |
| 300 | 938 | 1156 | 1127 |
| 400 | 917 | 1042 | 897 |
| 800 | 861 | 904 | 623 |

The rate constant \(k\) of the 1.5 kV film is more than three times that of the 1.0 kV film, yet their curves do not cross, because 904 V exceeds 861 V. The largest residue belongs to the charging voltage \((1/0.45)^{1/3}\) kV, about 1305 V, which lies between them.

The 2.0 kV curve crosses both. With \(L^2/\mu=6.25\times10^5\) V s, the pair 1.0/2.0 kV has \(S=\sqrt{860.7^2-602.4^2}\approx615\) V. This is less than the 1000 V between the charging voltages, so

\[
t_\times=\frac{6.25\times10^5}{1000+615}\ \text{s}\approx387\ \text{s},
\]

at 920 V. The fast front arrived at 312 s. For the pair 1.5/2.0 kV, \(S\approx674\) V exceeds the difference of 500 V. The other formula applies and gives 284 s, at 1175 V, before that front arrives.

The initial decay rate, \(\mu(V_0^2-R^2)/(2L^2)\), is 2.91 V/s at 2.0 kV and 0.207 V/s at 1.0 kV, a ratio of 14. A factor of 4 comes from the square of the voltage and would be there with equal injected fractions. The remaining 3.5 comes from the larger fraction injected.

## Beside a real film

These values lie in the rough regime of corona-charged polyethylene film. The least certain is the mobility, which varies by orders of magnitude with material and temperature, and \(t_\times\) varies as its inverse. With a rough activation energy of 1 eV, warming from 300 to 310 K raises \(\mu\) by a factor of 3.5 and, with the injected fractions held fixed, shortens 387 s to about 111 s. The largest field, 0.80 MV/cm, is about 0.16 of a rough breakdown field of 5 MV/cm. The diffusion length at the crossing is 0.14 µm, small beside the thickness.

Real films also trap carriers, continue to inject, and have field-dependent mobility. The size of these effects for the 1.0/2.0 kV pair was found by following many thin charge sheets numerically, each moving in the field given by Gauss's law, with one change at a time:

- The finite 5 s window gives a crossing at 389 s.
- Continued injection of the remaining surface charge at \(10^{-4}\) s⁻¹ gives 390 s. The final plateaus then become slow decays.
- Deep trapping of the promptly injected carriers, with a chosen lifetime of 3000 s, gives 416 s.
- Hopping over 1 nm, with \(v=\mu E_h\sinh(E/E_h)\) and \(E_h=2k_BT/(q\times1\ \text{nm})\), where \(q\) is the elementary charge, gives 336 s. Here \(\mu\) is the zero-field mobility; if the mobility is instead set equal to \(\mu\) at 0.40 MV/cm, the crossing is at 370 s.
- A Poole–Frenkel mobility, equal to \(\mu\) at 0.40 MV/cm and growing as \(\exp(q\beta\sqrt E/k_BT)\), with \(\beta=\sqrt{q/(\pi\varepsilon)}\) and relative permittivity 2.3, gives 344 s.

The last result is less drastic than the mobility suggests, since that is 159 times larger at 0.80 than at 0.40 MV/cm. The fast front now crosses in about 2 s. That is less than the 5 s injection window, so placing all injection at \(t=0\) is an idealization here and does not describe the first seconds of the decay. The crossover must wait for slower parts of the fan. At 344 s the charge reaching the electrode has speed \(L/344\) s, only 1.8 times the speed \(L/625\) s that belongs to 0.40 MV/cm. With so steep a velocity law, its field is only about 9 % above 0.40 MV/cm, and its mobility is about 1.7 times \(\mu\), not 159 times. The small net shift is also partly a cancellation. Below 0.40 MV/cm the same law slows the carriers, to \(0.41\mu\) at the residual field of the 1.0 kV film and \(0.065\mu\) at that of the 2.0 kV film, and this delays the crossing. Applied only above 0.40 MV/cm the law gives 208 s, and applied only below it gives 490 s. The closeness to 387 s therefore depends on where the mobility is matched to \(\mu\): matching at 0.30 MV/cm gives 67 s, and matching at 0.50 MV/cm about 1460 s.

The model also suggests an experiment. Charge films to the same potentials without exposing them to the light and excited molecules of the corona. If injection then depends only on the surface field, charging is brief enough that the films hold no injected charge when the decay starts, deep trapping is negligible and no charge enters from the grounded electrode, the model predicts no crossover. The condition on charging matters: a film held longer at the higher voltage can start the decay with the lower surface field, and the curves can then cross even with field-set injection. If it remains, some assumption of the model fails. Injection may still remember the charging voltage in some other way, charge may have entered during charging, trapping may matter, or charge of the opposite sign may enter from the grounded electrode. The crossover alone does not tell which.

Numerical values quoted here were computed with a short program.
